# Why differential, not average, adsorption energy sets surface saturation: verification in Python

```python
# Result under test: a surface cell with total adsorption energies E_0=0, E_1, E_2
# exchanges molecules with a gas of chemical potential mu. Under repulsion the
# filling changes at the differential energies d_N = E_N - E_(N-1), not at the
# average E_2/2; under attraction it jumps from 0 to 2 at the average.
# Zero of energy: bare cell plus free molecules at rest. Energies in eV.
# Gas: NH3 as an ideal gas of rigid rotors; T in K, p in Pa inside the program.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

eV = sc.e
k_eV = sc.k / eV
torr = sc.torr
counts = np.arange(3)
E = np.array([0.0, -1.5, -2.0])
E_attr = np.array([0.0, -0.5, -2.0])
d1, d2 = np.diff(E)
average = E[2] / 2
T, p = 300.0, 1.0 * torr
kT = k_eV * T


# ---------- zero temperature: direct minimisation ----------
def jumps(energies):
    """Scan mu; return (mu, filling before, filling after) at each change."""
    grid = np.linspace(-2.50003, 0.50003, 30001)
    n = np.arange(len(energies))
    best = np.argmin(energies[None, :] - grid[:, None] * n, axis=1)
    at = np.flatnonzero(np.diff(best))
    return [((grid[i] + grid[i + 1]) / 2, best[i], best[i + 1]) for i in at]


found = jumps(E)
assert [(a, b) for _, a, b in found] == [(0, 1), (1, 2)]
assert np.allclose([m for m, _, _ in found], [d1, d2], atol=2e-4)
found_attr = jumps(E_attr)
assert [(a, b) for _, a, b in found_attr] == [(0, 2)]
assert abs(found_attr[0][0] - E_attr[2] / 2) < 2e-4


def best_arrangement(energies, cells=6):
    """Lowest-energy way to place one molecule per cell on average."""
    options = (s for s in itertools.product(range(3), repeat=cells)
               if sum(s) == cells)
    return min(options, key=lambda s: sum(energies[i] for i in s))


uniform = best_arrangement(E)
paired = best_arrangement(E_attr)
assert set(uniform) == {1}
assert set(paired) == {0, 2}
omega_at_average = E - counts * average
assert abs(omega_at_average[2] - omega_at_average[0]) < 1e-12


# ---------- finite temperature: two equivalent sites per cell ----------
def probabilities(mu, temp):
    logw = np.log([1.0, 2.0, 1.0]) - (E - counts * mu) / (k_eV * temp)
    return np.exp(logw - logsumexp(logw))


def mean_filling(mu, temp):
    return probabilities(mu, temp) @ counts


half2 = brentq(lambda m: mean_filling(m, T) - 1.5, -1.0, 0.0)
half1 = brentq(lambda m: mean_filling(m, T) - 0.5, -2.0, -1.0)
assert abs(half2 - (d2 + kT * np.log(2))) < 1e-8
assert abs(half1 - (d1 - kT * np.log(2))) < 1e-8
assert abs(mean_filling(average, T) - 1) < 1e-10


def log_canonical(total, cells):
    """Log partition function of many cells with a fixed number of molecules."""
    n2 = np.arange(max(0, total - cells), total // 2 + 1)
    n1 = total - 2 * n2
    n0 = cells - n1 - n2
    ways = (gammaln(cells + 1) - gammaln(n0 + 1) - gammaln(n1 + 1)
            - gammaln(n2 + 1) + n1 * np.log(2))
    return logsumexp(ways - (n1 * E[1] + n2 * E[2]) / kT)


cells = 2000
canonical_mu = {}
for filling in (0.5, 1.25, 1.5):
    total = int(filling * cells)
    mu_c = -kT * (log_canonical(total + 1, cells)
                  - log_canonical(total - 1, cells)) / 2
    canonical_mu[filling] = mu_c
    assert abs(mean_filling(mu_c, T) - filling) < 2e-3
assert abs(canonical_mu[1.5] - (d2 + kT * np.log(2))) < 5e-5

# ---------- NH3 gas: rough geometry, moments of inertia, mu(T, p) ----------
bond, angle = 1.01e-10, np.radians(107.0)
m_H, m_N = 1.008 * sc.atomic_mass, 14.007 * sc.atomic_mass
mass = m_N + 3 * m_H
radius = 2 * bond * np.sin(angle / 2) / np.sqrt(3)
height = np.sqrt(bond**2 - radius**2)
phi = 2 * np.pi * np.arange(3) / 3
atoms = np.vstack([[0, 0, height],
                   np.column_stack([radius * np.cos(phi),
                                    radius * np.sin(phi), 0 * phi])])
weights = np.array([m_N, m_H, m_H, m_H])
atoms = atoms - weights @ atoms / mass
inertia = sum(w * (r @ r * np.eye(3) - np.outer(r, r))
              for w, r in zip(weights, atoms))
moments = np.linalg.eigvalsh(inertia / (sc.atomic_mass * 1e-20))
moments = moments * sc.atomic_mass * 1e-20
B_rot = sc.hbar**2 / (2 * moments[0]) / eV
C_rot = sc.hbar**2 / (2 * moments[2]) / eV
assert abs(moments[1] / moments[0] - 1) < 1e-8


def wavelength(temp):
    return sc.h / np.sqrt(2 * np.pi * mass * sc.k * temp)


def q_rotor(temp):
    return (np.sqrt(np.pi) / 3 * (k_eV * temp)**1.5
            / np.sqrt(B_rot**2 * C_rot))


def mu_gas(temp, pressure):
    return k_eV * temp * np.log(pressure * wavelength(temp)**3
                                / (sc.k * temp * q_rotor(temp)))


def q_rotor_levels(temp, J_max):
    """Level sum; proton-spin weights from the trace over cyclic permutations."""
    total = 0.0
    for J in range(J_max + 1):
        K = np.arange(-J, J + 1)
        spin = (8 + 2 * 2 * np.cos(2 * np.pi * K / 3)) / (3 * 8)
        level = B_rot * J * (J + 1) + (C_rot - B_rot) * K**2
        total += (2 * J + 1) * np.sum(spin * np.exp(-level / (k_eV * temp)))
    return total


q_levels = q_rotor_levels(T, 60)
J_shift = abs(kT * np.log(q_levels / q_rotor_levels(T, 40)))
assert J_shift < 1e-8
box = 1e-6
n_box = np.arange(1, 400001)
q_line = np.sum(np.exp(-sc.h**2 * n_box**2 / (8 * mass * box**2 * sc.k * T)))
number = p * box**3 / (sc.k * T)
mu_levels = -kT * np.log(q_line**3 * q_levels / (number + 1))
mu = mu_gas(T, p)
assert abs(mu_levels - mu) < 5e-4  # classical-rotor error is of order B_rot/4

# ---------- pressures and temperatures of the thresholds ----------


def pressure_for_filling(filling):
    return np.exp(brentq(lambda x: mean_filling(mu_gas(T, np.exp(x)), T)
                         - filling, -70, 40))


p_half2 = pressure_for_filling(1.5)
p_half1 = pressure_for_filling(0.5)
p_average = np.exp(brentq(lambda x: mu_gas(T, np.exp(x)) - average, -70, 40))
pressure_error = np.exp((d2 - average) / kT)
assert abs(p_half2 / p_average / (2 * pressure_error) - 1) < 1e-6
T_d2, T_avg, T_d1 = [brentq(lambda t: mu_gas(t, p) - e, 100, 1200)
                     for e in (d2, average, d1)]
T_half2, T_half1 = [brentq(lambda t: mean_filling(mu_gas(t, p), t) - f,
                           100, 1200) for f in (1.5, 0.5)]
assert average < mu < d2
prob = probabilities(mu, T)

# ---------- kinetics: unit sticking and detailed balance ----------
side = 0.5e-9
flux = p / np.sqrt(2 * np.pi * mass * sc.k * T)
site_rate = flux * side**2 / 2
loss2 = 2 * site_rate * np.exp((d2 - mu) / kT)
loss1 = site_rate * np.exp((d1 - mu) / kT)


def evolve(start, time, arrival):
    """Master equation for the probabilities of filling 0, 1, 2."""
    G = np.array([[-2 * arrival, loss1, 0],
                  [2 * arrival, -arrival - loss1, loss2],
                  [0, arrival, -loss2]])
    return expm(G * time) @ start


dose_time, purge_time = 1e-3, 1.0
from_bare = evolve(np.array([1.0, 0, 0]), dose_time, site_rate) @ counts
from_full = evolve(np.array([0, 0, 1.0]), dose_time, site_rate) @ counts
after_purge = evolve(np.array([0, 0, 1.0]), purge_time, 0.0) @ counts
assert abs(from_bare - mean_filling(mu, T)) < 1e-6
assert abs(from_full - mean_filling(mu, T)) < 1e-6
assert abs(after_purge - 1) < 1e-4

# ---------- sizes of neglected effects ----------
wavenumbers = np.array([100.0, 100.0, 100.0, 400.0, 500.0, 500.0])
quanta = sc.h * sc.c * 100 * wavenumbers / eV
F_vib = np.sum(kT * np.log(2 * np.sinh(quanta / (2 * kT))))
ladder = np.arange(2000)[:, None] + 0.5
F_sum = -kT * np.sum(np.log(np.sum(np.exp(-ladder * quanta / kT), axis=0)))
assert abs(F_vib - F_sum) < 1e-9


def dipole_sum(cutoff):
    """Sum of 1/r^3 over a square lattice, with the continuum tail."""
    i = np.arange(-cutoff, cutoff + 1)
    r2 = (i[:, None]**2 + i[None, :]**2).astype(float)
    keep = (r2 > 0) & (r2 <= cutoff**2)
    return np.sum(r2[keep]**-1.5) + 2 * np.pi / cutoff


lattice_sum = dipole_sum(400)
lattice_shift = abs(lattice_sum - dipole_sum(200))
assert lattice_shift < 1e-2
dipole_debye = 1.5
dipole = dipole_debye * 1e-21 / sc.c
V_dip = dipole**2 * lattice_sum / (4 * np.pi * sc.epsilon_0 * side**3) / eV
lowest_threshold = d2 + F_vib - V_dip / 2
assert lowest_threshold > mu
virial = -3e-4
virial_shift = virial * p_half2 / sc.N_A / eV
energy_error = 0.1

print(f"Total energies E_1, E_2: {E[1]:.2f}, {E[2]:.2f} eV")
print(f"Differential energies d_1, d_2: {d1:.2f}, {d2:.2f} eV")
print(f"Average energy E_2/2: {average:.2f} eV")
print(f"Scanned jumps in mu: {found[0][0]:.3f}, {found[1][0]:.3f} eV")
print("Omega_0,1,2 at mu = average:",
      ", ".join(f"{x:.2f}" for x in omega_at_average), "eV")
print(f"Attractive case E_1, E_2: {E_attr[1]:.2f}, {E_attr[2]:.2f} eV")
print(f"Attractive case, jump 0 to 2 at mu: {found_attr[0][0]:.3f} eV")
print("Best six cells, repulsive:", uniform)
print("Best six cells, attractive:", paired)
print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"Pressure: {p / torr:.1f} Torr")
print(f"mu at filling 0.5 and 1.5: {half1:.4f}, {half2:.4f} eV")
print(f"mu at filling 1.5, 2000 cells: {canonical_mu[1.5]:.4f} eV")
print(f"Mean filling at mu = average: {mean_filling(average, T):.6f}")
print(f"NH3 bond, angle: {bond * 1e9:.3f} nm, {np.degrees(angle):.0f} deg")
print(f"Rotor constants B, C: {B_rot*1e3:.3f}, {C_rot*1e3:.3f} meV")
print(f"Thermal wavelength: {wavelength(T) * 1e9:.5f} nm")
print(f"Rotor q, formula and levels: {q_rotor(T):.3f}, {q_levels:.3f}")
print(f"Shift of mu, J cutoff 40 to 60: {J_shift:.1e} eV")
print(f"Gas mu, formula and levels: {mu:.4f}, {mu_levels:.4f} eV")
print("Probabilities of filling 0, 1, 2:",
      ", ".join(f"{x:.2e}" for x in prob))
print(f"Mean filling at this T and p: {mean_filling(mu, T):.5f}")
print(f"Pressure for filling 0.5: {p_half1 / torr:.2e} Torr")
print(f"Pressure for filling 1.5: {p_half2 / torr:.3g} Torr")
print(f"Pressure where mu = average: {p_average / torr:.2e} Torr")
print(f"Factor exp[(d_2 - average)/kT]: {pressure_error:.2e}")
print(f"T at 1 Torr, mu = d_2, average, d_1: "
      f"{T_d2:.0f}, {T_avg:.0f}, {T_d1:.0f} K")
print(f"T at 1 Torr, filling 1.5, 0.5: {T_half2:.0f}, {T_half1:.0f} K")
print(f"Cell side: {side * 1e9:.2f} nm")
print(f"Arrival rate per site: {site_rate:.2e} 1/s")
print(f"Time to first loss from full cell: {1 / loss2:.2e} s")
print(f"Lifetime of last molecule: {1 / loss1:.2e} s")
print(f"Dose time: {dose_time * 1e3:.1f} ms; purge time: {purge_time:.1f} s")
print(f"Filling after dose, from bare, full: "
      f"{from_bare:.5f}, {from_full:.5f}")
print(f"Filling after purge, from full: {after_purge:.5f}")
print("Adsorbate mode wavenumbers:",
      ", ".join(f"{x:.0f}" for x in wavenumbers), "1/cm")
print(f"Vibrational shift of thresholds: {F_vib:.4f} eV")
print(f"Rough dipole: {dipole_debye:.1f} D")
print(f"Lattice sum: {lattice_sum:.3f}; cutoff shift: {lattice_shift:.1e}")
print(f"Dipole repulsion V: {V_dip:.4f} eV; V/2: {V_dip / 2:.4f} eV")
print(f"d_2 + vibrations - V/2: {lowest_threshold:.4f} eV")
print(f"Rough second virial coefficient: {virial * 1e6:.0f} cm3/mol")
print(f"Virial shift of mu at filling 1.5: {virial_shift * 1e3:.2f} meV")
print(f"Pressure factor for {energy_error:.1f} eV error: "
      f"{np.exp(energy_error / kT):.1f}")
print("OK")
```

Running it gives:

```
Total energies E_1, E_2: -1.50, -2.00 eV
Differential energies d_1, d_2: -1.50, -0.50 eV
Average energy E_2/2: -1.00 eV
Scanned jumps in mu: -1.500, -0.500 eV
Omega_0,1,2 at mu = average: 0.00, -0.50, 0.00 eV
Attractive case E_1, E_2: -0.50, -2.00 eV
Attractive case, jump 0 to 2 at mu: -1.000 eV
Best six cells, repulsive: (1, 1, 1, 1, 1, 1)
Best six cells, attractive: (0, 0, 0, 2, 2, 2)
Temperature: 300 K; kT: 0.02585 eV
Pressure: 1.0 Torr
mu at filling 0.5 and 1.5: -1.5179, -0.4821 eV
mu at filling 1.5, 2000 cells: -0.4821 eV
Mean filling at mu = average: 1.000000
NH3 bond, angle: 0.101 nm, 107 deg
Rotor constants B, C: 1.244, 0.786 meV
Thermal wavelength: 0.02442 nm
Rotor q, formula and levels: 70.394, 71.081
Shift of mu, J cutoff 40 to 60: 0.0e+00 eV
Gas mu, formula and levels: -0.6653, -0.6655 eV
Probabilities of filling 0, 1, 2: 4.74e-15, 9.99e-01, 8.35e-04
Mean filling at this T and p: 1.00084
Pressure for filling 0.5: 4.75e-15 Torr
Pressure for filling 1.5: 1.2e+03 Torr
Pressure where mu = average: 2.38e-06 Torr
Factor exp[(d_2 - average)/kT]: 2.51e+08
T at 1 Torr, mu = d_2, average, d_1: 234, 427, 609 K
T at 1 Torr, filling 1.5, 0.5: 229, 623 K
Cell side: 0.50 nm
Arrival rate per site: 6.14e+05 1/s
Time to first loss from full cell: 1.36e-09 s
Lifetime of last molecule: 1.71e+08 s
Dose time: 1.0 ms; purge time: 1.0 s
Filling after dose, from bare, full: 1.00084, 1.00084
Filling after purge, from full: 1.00000
Adsorbate mode wavenumbers: 100, 100, 100, 400, 500, 500 1/cm
Vibrational shift of thresholds: 0.0215 eV
Rough dipole: 1.5 D
Lattice sum: 9.034; cutoff shift: 3.9e-06
Dipole repulsion V: 0.1015 eV; V/2: 0.0507 eV
d_2 + vibrations - V/2: -0.5292 eV
Rough second virial coefficient: -300 cm3/mol
Virial shift of mu at filling 1.5: -0.50 meV
Pressure factor for 0.1 eV error: 47.9
OK
```
